# Crossover length between tunnelling and thermal emission at a rectangular barrier: a program that tests the result

```python
# Result under test: for a rectangular barrier (height V, length L, mass m)
# the tunnelling factor exp(-2*kappa*L) at the source band edge equals the
# thermal factor exp(-V/kT) at L0 = V/(2*kappa*kT), kappa = sqrt(2 m V)/hbar.
# Also tested: prefactors that separate this length from equality of currents,
# and the size of effects that the simple model leaves out.
# Energies in eV, lengths in angstrom, masses in electron masses.
# b = V/kT, s = 2*kappa*L; E is the energy along the transport direction.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
KB = const.value("Boltzmann constant in eV/K")
NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def decay_constant(mass):
    """kappa divided by the square root of the barrier energy."""
    return np.sqrt(2 * mass / HARTREE) / BOHR


def crossover(height, mass, temperature):
    kappa = decay_constant(mass) * np.sqrt(height)
    return height / (2 * kappa * KB * temperature)


def transmission(energy, height, length, mass):
    c = decay_constant(mass)
    z = c * length * np.sqrt(np.asarray(height - energy, dtype=complex))
    shape = np.real((np.sinh(z) / z) ** 2)
    return 1 / (1 + (height * c * length) ** 2 * shape / (4 * energy))


def schrodinger_transmission(energy, height, length, mass):
    """Integrate the wave equation backwards from the outgoing wave."""
    c = decay_constant(mass)
    k = c * np.sqrt(energy)
    sol = solve_ivp(lambda x, y: [y[1], c**2 * (height - energy) * y[0]],
                    (length, 0), np.array([1, 1j * k], dtype=complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    return 1 / abs((psi + slope / (1j * k)) / 2) ** 2


def integrate(function, low, high):
    x = low + (high - low) * (NODES + 1) / 2
    return (high - low) / 2 * np.sum(WEIGHTS * function(x))


def currents(length, height, mass, kt, fermi=None):
    """Currents below and above the top, scaled by the thermal factor."""
    def density(e):
        if fermi is None:
            weight = np.exp((height - e) / kt)
        else:
            weight = np.exp((height - fermi) / kt) / (
                4 * np.cosh((e - fermi) / (2 * kt)) ** 2)
        return transmission(e, height, length, mass) * weight
    return (integrate(density, 0, height),
            integrate(density, height, height + 40 * kt))


V, M, TEMP = 0.4, 0.19, 300.0
kt = KB * TEMP
b = V / kt
c = decay_constant(M)
kappa = c * np.sqrt(V)
L0 = crossover(V, M, TEMP)

# Transmission formula against direct integration of the wave equation
for energy in (0.1, 0.39, 0.45):
    direct = schrodinger_transmission(energy, V, L0, M)
    assert abs(direct / transmission(energy, V, L0, M) - 1) < 1e-5

# Crossover from the decay rate measured on the integrated wave equation
HEAVY, HOT, COLD = 0.92, 400.0, 77.0
for mass, temperature in ((M, TEMP), (HEAVY, TEMP), (M, HOT), (M, COLD)):
    t_short = schrodinger_transmission(1e-4, V, 40.0, mass)
    t_long = schrodinger_transmission(1e-4, V, 60.0, mass)
    rate = np.log(t_short / t_long) / 20.0
    measured = V / (KB * temperature) / rate
    assert abs(measured / crossover(V, mass, temperature) - 1) < 2e-3

# Two competing ends: exact spectral current has a valley near E = 3V/4
big = 200.0
eps = np.linspace(0.3, 0.95, 6501)
log_density = np.log(transmission(eps * V, V, big / (2 * kappa), M)) - big * eps
valley = np.argmin(log_density)
assert abs(eps[valley] - 0.75) < 0.02
assert abs(-log_density[valley] / big - 1.25) < 0.01

# Prefactor 64/b and its first correction, in the limit of large b
for trial in (100.0, 400.0):
    below, _ = currents(trial / (2 * kappa), V, M, V / trial)
    ratio = below / (V / trial)
    assert abs(trial * (ratio * trial / 64 - 1) + 1) < 12 / trial

below0, above0 = currents(L0, V, M, kt)
low_half = integrate(lambda e: transmission(e, V, L0, M)
                     * np.exp((V - e) / kt), 0, V / 2) / below0
assert low_half > 0.75

# Lengths at which currents, rather than exponentials, are equal
L_ideal = brentq(lambda x: np.log(currents(x, V, M, kt)[0] / kt), 45, 100)
s_formula = brentq(lambda s: s - b - np.log(16 * b / (b - s / 2) ** 2),
                   b, 1.5 * b)
L_formula = s_formula / (2 * kappa)
# Omitted prefactor terms of order 10 percent shift the length by about 0.4
assert abs(L_ideal - L_formula) < 0.6


def current_crossover(height, fermi=None):
    def log_ratio(x):
        low, high = currents(x, height, M, kt, fermi)
        return np.log(low / high)
    return brentq(log_ratio, 40, 130)


L_full = current_crossover(V)
assert L_full > L_ideal > L0

# Response of the tunnelling current to the barrier height at fixed length
step = 1e-4
logs = [np.log(currents(L0, v, M, kt)[0]) - v / kt for v in (V - step, V + step)]
response = (logs[1] - logs[0]) / (2 * step)
# The formula omits terms of relative order 1/b**2
assert abs(response * V / -(b / 2 + 2) - 1) < 0.05
swing_thermal = kt * np.log(10)
swing_tunnel = -np.log(10) / response

# Parabolic barrier: all energies cross together at 4/pi times L0
L_parabola = 4 / np.pi * L0
for energy in (0.0, 0.2, 0.35):
    edge = L_parabola / 2 * np.sqrt(1 - energy / V)
    action = 2 * c * quad(lambda x: np.sqrt(max(
        V * (1 - 4 * x**2 / L_parabola**2) - energy, 0)), -edge, edge)[0]
    assert abs(action + energy / kt - b) < 1e-4

# Linear drop across the barrier: band-edge route and assisted route
DROP = 0.3
mean_root = 2 * (V**1.5 - (V - DROP)**1.5) / (3 * DROP)
L_tilt = b / (2 * c * mean_root)
action = 2 * c * quad(lambda x: np.sqrt(V - DROP * x / L_tilt), 0, L_tilt)[0]
assert abs(action - b) < 1e-6
depth = (DROP / (2 * c * L_tilt * kt)) ** 2
gain = depth / (3 * kt)
assert depth < DROP
x_mid = (np.arange(4000) + 0.5) / 4000
trial_depths = np.linspace(0.001, V, 800)
exponents = [2 * c * L_tilt * np.mean(np.sqrt(np.maximum(d - DROP * x_mid, 0)))
             - d / kt for d in trial_depths]
assert abs(min(exponents) + gain) < 0.01
assert abs(trial_depths[np.argmin(exponents)] - depth) < 0.005

# Two-band decay inside a gap, checked with the band matrix at imaginary k
GAP = 1.1
kappa_gap = kappa * np.sqrt(1 - V / GAP)
coupling = np.sqrt(GAP) / c
off = coupling * 1j * kappa_gap
levels = np.linalg.eigvals(np.array([[0, off], [off, -GAP]]))
assert np.min(abs(levels + V)) < 1e-9
L_gap = b / (2 * kappa_gap)

# Degenerate source, one transverse mode
FERMI = 0.05
L_deg_edge = current_crossover(V, FERMI)
L_deg_fermi = current_crossover(V + FERMI, FERMI)

print(f"Barrier height: {V:.2f} eV")
print(f"Mass: {M:.2f} electron masses")
print(f"Temperature: {TEMP:.0f} K")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Thermal exponent b: {b:.3f} (no unit)")
print(f"Thermal factor exp(-b): {np.exp(-b):.3e} (no unit)")
print(f"Decay constant kappa: {kappa:.5f} 1/angstrom")
print(f"Exponential crossover L0: {L0:.2f} angstrom")
print(f"Exponential crossover L0: {L0 / 10:.2f} nm")
print("Currents at L0:")
print(f"  leading prefactor 64/b: {64 / b:.3f} (no unit)")
print(f"  tunnelling / ideal thermal: {below0 / kt:.3f} (no unit)")
print(f"  mean transmission above top: {above0 / kt:.3f} (no unit)")
print(f"  tunnelling / actual thermal: {below0 / above0:.2f} (no unit)")
print(f"  tunnelling share below V/2: {low_half:.3f} (no unit)")
print("Equal-current crossovers:")
print(f"  ideal thermal, formula: {L_formula:.2f} angstrom")
print(f"  ideal thermal, quadrature: {L_ideal:.2f} angstrom")
print(f"  actual thermal, quadrature: {L_full:.2f} angstrom")
print(f"  actual thermal, quadrature: {L_full / 10:.2f} nm")
print("Barrier change per decade of current at L0:")
print(f"  ideal thermal: {swing_thermal:.4f} eV")
print(f"  tunnelling exponent alone: {2 * swing_thermal:.4f} eV")
print(f"  full tunnelling current: {swing_tunnel:.4f} eV")
print("Neglected effects, exponential crossover:")
print(f"  parabolic barrier, base length: {L_parabola:.2f} angstrom")
print(f"  drop across tilted barrier: {DROP:.2f} eV")
print(f"  tilted barrier, band-edge route: {L_tilt:.2f} angstrom")
print(f"  assisted route, depth below top: {depth:.3f} eV")
print(f"  assisted route, exponent gain: {gain:.2f} (no unit)")
print(f"  assisted route, factor gain: {np.exp(gain):.2f} (no unit)")
print(f"  rough gap for two-band decay: {GAP:.1f} eV")
print(f"  two-band decay: {L_gap:.2f} angstrom")
print(f"  rough heavy-axis mass: {HEAVY:.2f} electron masses")
print(f"  heavy-axis mass: {crossover(V, HEAVY, TEMP):.2f} angstrom")
print(f"  at {HOT:.0f} K: {crossover(V, M, HOT):.2f} angstrom")
print(f"  at {COLD:.0f} K: {crossover(V, M, COLD):.2f} angstrom")
print("Degenerate source, equal actual currents:")
print(f"  Fermi level above band edge: {FERMI:.2f} eV")
print(f"  top {V:.2f} eV above band edge: {L_deg_edge:.2f} angstrom")
print(f"  top {V:.2f} eV above Fermi level: {L_deg_fermi:.2f} angstrom")
print("verified")
```

Output:

```
Barrier height: 0.40 eV
Mass: 0.19 electron masses
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal exponent b: 15.473 (no unit)
Thermal factor exp(-b): 1.907e-07 (no unit)
Decay constant kappa: 0.14124 1/angstrom
Exponential crossover L0: 54.78 angstrom
Exponential crossover L0: 5.48 nm
Currents at L0:
  leading prefactor 64/b: 4.136 (no unit)
  tunnelling / ideal thermal: 3.929 (no unit)
  mean transmission above top: 0.300 (no unit)
  tunnelling / actual thermal: 13.08 (no unit)
  tunnelling share below V/2: 0.847 (no unit)
Equal-current crossovers:
  ideal thermal, formula: 60.60 angstrom
  ideal thermal, quadrature: 60.80 angstrom
  actual thermal, quadrature: 65.93 angstrom
  actual thermal, quadrature: 6.59 nm
Barrier change per decade of current at L0:
  ideal thermal: 0.0595 eV
  tunnelling exponent alone: 0.1191 eV
  full tunnelling current: 0.0935 eV
Neglected effects, exponential crossover:
  parabolic barrier, base length: 69.74 angstrom
  drop across tilted barrier: 0.30 eV
  tilted barrier, band-edge route: 70.43 angstrom
  assisted route, depth below top: 0.136 eV
  assisted route, exponent gain: 1.76 (no unit)
  assisted route, factor gain: 5.78 (no unit)
  rough gap for two-band decay: 1.1 eV
  two-band decay: 68.67 angstrom
  rough heavy-axis mass: 0.92 electron masses
  heavy-axis mass: 24.89 angstrom
  at 400 K: 41.08 angstrom
  at 77 K: 213.41 angstrom
Degenerate source, equal actual currents:
  Fermi level above band edge: 0.05 eV
  top 0.40 eV above band edge: 64.49 angstrom
  top 0.40 eV above Fermi level: 66.60 angstrom
verified
```
